# Filtered Spectrum of Vacuum Rabi Oscillations: Doublet in Frequency, Beats in Time: a numerical check

```python
"""
Time-dependent (Eberly-Wodkiewicz) spectrum of vacuum Rabi oscillations.

Result under test: an initially excited emitter in a resonant cavity gives
the filtered photon rate S = kappa*|F|^2, with F a closed sum of exponentials.
The time-integrated spectrum is a doublet only below a critical filter width;
at a fixed filter setting, late beat contrast V and line imbalance D obey
V^2 + D^2 = 1 when the filter width exceeds 2*eta.

Symbols: g coupling, kappa cavity decay rate, gamma emitter decay rate,
eta = (kappa+gamma)/4 amplitude decay, omega = half the beat frequency,
width = filter intensity FWHM, detuning = filter centre minus resonance.
Internally hbar = 1: rates in meV, times in 1/meV.
"""
import numpy as np
from scipy import constants
from scipy.integrate import simpson
from scipy.linalg import expm
from scipy.optimize import brentq, minimize_scalar

HBAR = constants.hbar / constants.e * 1e18      # meV fs
PER_PS = 1000.0 / HBAR                          # rate in meV -> 1/ps
g, kappa, gamma = 40.0, 8.0, 2.0
widths = (2.0, 20.0, 80.0, 300.0)
eta = (kappa + gamma) / 4
omega = np.sqrt(g**2 - ((kappa - gamma) / 4)**2)
beat = np.pi / omega


# ---------- derived formulas ----------
def filter_amplitude(time, width, detuning):
    mu = width / 2 + 1j * detuning

    def response(lam):
        s = mu + lam
        if abs(s) < 1e-12:
            return time * np.exp(-mu * time)
        return np.exp(-mu * time) * np.expm1(s * time) / s

    upper = response(-eta - 1j * omega)
    lower = response(-eta + 1j * omega)
    return -g * width / (4 * omega) * (lower - upper)


cavity_yield = kappa * g**2 / (4 * eta * (eta**2 + omega**2))


def integrated_spectrum(width, detuning):
    p = eta + width / 2 - 1j * detuning
    return width / 2 * cavity_yield * ((p + eta) / (p**2 + omega**2)).real


def peak_offset(width):
    a = eta + width / 2
    n0, n1 = (a + eta) * (a**2 + omega**2), a - eta
    d0, d1 = (a**2 + omega**2)**2, 2 * (a**2 - omega**2)
    excess = n1 * d0 - n0 * d1
    if excess <= 0:
        return 0.0
    return np.sqrt((-n0 + np.sqrt(n0**2 + n1 * excess)) / n1)


def critical_width(decay, freq):
    roots = np.roots([1, 3 * decay, -3 * freq**2, -decay * freq**2])
    return 2 * (max(roots.real) - decay)


def line_contrast(width):
    b = width / 2 - eta
    return b * np.sqrt(b**2 + 4 * omega**2) / (b**2 + 2 * omega**2)


def line_imbalance(width):
    b = width / 2 - eta
    return 2 * omega**2 / (b**2 + 2 * omega**2)


# ---------- independent numerical road: coupled amplitudes ----------
def propagate(width, detuning, start, step, count):
    """Filter amplitude on a uniform grid from the 3x3 equations of motion."""
    generator = np.array([[-gamma / 2, -1j * g, 0],
                          [-1j * g, -kappa / 2, 0],
                          [0, width / 2, -width / 2 - 1j * detuning]])
    one_step = expm(generator * step)
    state = expm(generator * start) @ np.array([1, 0, 0], complex)
    out = np.empty(count, complex)
    for i in range(count):
        out[i] = state[2]
        state = one_step @ state
    return out


for width, detuning in [(2, 0), (20, 17), (80, omega), (300, -30),
                        (2 * eta, omega)]:
    grid = np.arange(1001) * 0.001
    numeric = propagate(width, detuning, 0.0, 0.001, 1001)
    closed = np.array([filter_amplitude(t, width, detuning) for t in grid])
    assert np.max(abs(numeric - closed)) < 1e-9 * np.max(abs(numeric))


# ---------- full master equation and the defining double integral ----------
def correlation(dephasing, end, count):
    """<a^dagger(t1) a(t2)> by quantum regression, three Fock states."""
    a = np.kron(np.eye(2), np.diag(np.sqrt([1.0, 2.0]), 1))
    sm = np.kron(np.array([[0.0, 1.0], [0.0, 0.0]]), np.eye(3))
    ident = np.eye(6)
    ham = g * (a.T @ sm + sm.T @ a)
    liou = -1j * (np.kron(ham, ident) - np.kron(ident, ham.T))
    for rate, op in [(kappa, a), (gamma, sm), (dephasing, sm.T @ sm)]:
        num = op.T @ op
        liou = liou + rate * (np.kron(op, op) - 0.5 * np.kron(num, ident)
                              - 0.5 * np.kron(ident, num.T))
    one_step = expm(liou * end / (count - 1))
    rho = np.zeros((6, 6), complex)
    rho[3, 3] = 1.0                             # emitter excited, no photon
    vec, left = rho.reshape(-1), a.T.reshape(-1).astype(complex)
    rights, lefts = [], []
    for _ in range(count):
        rights.append((vec.reshape(6, 6) @ a.T).reshape(-1))
        lefts.append(left)
        vec, left = one_step @ vec, left @ one_step
    table = np.array(rights) @ np.array(lefts).T    # [t1 index, delay index]
    corr = np.zeros((count, count), complex)
    for i in range(count):
        corr[i, i:] = table[i, :count - i]
        corr[i:, i] = np.conj(corr[i, i:])
    return corr


end_time, points = 100.0 / HBAR, 401
times = np.linspace(0, end_time, points)
corr = correlation(0.0, end_time, points)
weights = simpson(np.eye(points), x=times, axis=1)
for width, detuning in [(20, 0), (20, omega), (80, 25), (300, omega)]:
    h = width / 2 * np.exp(-(width / 2 + 1j * detuning) * (end_time - times))
    direct = kappa * ((weights * h.conj()) @ corr @ (weights * h)).real
    formula = kappa * abs(filter_amplitude(end_time, width, detuning))**2
    assert abs(direct / formula - 1) < 1e-4


def coherence(table, i, j):
    return abs(table[i, j])**2 / (table[i, i] * table[j, j]).real


assert abs(coherence(corr, 100, 350) - 1) < 1e-8
dephased = coherence(correlation(5.0, end_time, points), 100, 350)
assert dephased < 0.99                          # factorization is lost

# ---------- unfiltered spectrum from the resolvent; convolution ----------
freq = np.arange(-60000, 60001) * 0.05


def bare_spectrum(kap, gam):
    mat = np.zeros((freq.size, 2, 2), complex)
    mat[:, 0, 0] = gam / 2 - 1j * freq
    mat[:, 1, 1] = kap / 2 - 1j * freq
    mat[:, 0, 1] = mat[:, 1, 0] = 1j * g
    rhs = np.zeros((freq.size, 2, 1), complex)
    rhs[:, 0, 0] = 1
    return abs(np.linalg.solve(mat, rhs)[:, 1, 0])**2


bare = bare_spectrum(kappa, gamma)
bare_formula = g**2 / ((eta**2 + omega**2 - freq**2)**2
                       + 4 * eta**2 * freq**2)
assert np.max(abs(bare - bare_formula)) < 1e-10 * np.max(bare)


def convolved(width, detuning):
    line = (width / 2)**2 / ((width / 2)**2 + (freq - detuning)**2)
    return kappa * np.sum(line * bare) * 0.05 / (2 * np.pi)


for width in widths:
    for detuning in (0.0, omega):
        rate = kappa * abs(propagate(width, detuning, 0, 0.0005, 20001))**2
        by_time = simpson(rate, dx=0.0005)
        formula = integrated_spectrum(width, detuning)
        assert abs(by_time / formula - 1) < 1e-4
        assert abs(convolved(width, detuning) / formula - 1) < 1e-6

# Threshold for the doublet and positions of its peaks.
gamma_c = critical_width(eta, omega)
scan = np.linspace(0, 80, 161)
below = [convolved(0.98 * gamma_c, d) for d in scan]
above = [convolved(1.02 * gamma_c, d) for d in scan]
assert np.argmax(below) > 0 and np.argmax(above) == 0
assert abs(critical_width(1e-6, 1.0) - 2 * np.sqrt(3)) < 1e-4
for width in widths[:3]:
    best = minimize_scalar(lambda d: -convolved(width, d), bounds=(5, 80),
                           method="bounded", options={"xatol": 1e-6})
    assert abs(best.x - peak_offset(width)) < 1e-3
assert peak_offset(widths[3]) == 0

# A lossier cavity: still oscillating in time, yet no doublet at any width.
lossy_kappa = 120.0
lossy_eta = (lossy_kappa + gamma) / 4
lossy_omega = np.sqrt(g**2 - ((lossy_kappa - gamma) / 4)**2)
assert 0 < lossy_omega < lossy_eta
assert freq[np.argmax(bare_spectrum(lossy_kappa, gamma))] == 0
assert critical_width(lossy_eta, lossy_omega) < 0

# ---------- broad and narrow limits ----------
t_fine = np.linspace(0, 0.1, 4001)
cavity = -1j * g / omega * np.exp(-eta * t_fine) * np.sin(omega * t_fine)
broad = propagate(1e6, 0.0, 0.0, t_fine[1], 4001)
assert np.max(abs(abs(broad)**2 - abs(cavity)**2)) < 1e-3
for detuning in (0.0, 20.0, 40.0):
    narrow, late = 1e-3, 8.0
    value = abs(propagate(narrow, detuning, late, 0.001, 1)[0])**2
    index = np.argmin(abs(freq - detuning))
    limit = (narrow / 2)**2 * np.exp(-narrow * late) * bare[index]
    assert abs(value / limit - 1) < 2e-3


# ---------- late beats at a fixed filter setting ----------
def late_beats(width, detuning):
    """Contrast and line imbalance after removal of the common decay."""
    start, step = 18 / abs(width / 2 - eta), beat / 2000
    t = start + step * np.arange(2001)
    amp = propagate(width, detuning, start, step, 2001)
    amp = amp * np.exp(min(width / 2, eta) * t)
    power = abs(amp)**2
    contrast = (power.max() - power.min()) / (power.max() + power.min())
    up = abs(np.mean((amp * np.exp(1j * omega * t))[:-1]))**2
    down = abs(np.mean((amp * np.exp(-1j * omega * t))[:-1]))**2
    return contrast, (up - down) / (up + down)


late = {}
for width in widths[1:]:
    late[width] = late_beats(width, omega)
    assert abs(late[width][0] - line_contrast(width)) < 1e-4
    assert abs(late[width][1] - line_imbalance(width)) < 1e-4
    assert abs(late[width][0]**2 + late[width][1]**2 - 1) < 3e-4
    assert abs(late_beats(width, 0.0)[0] - 1) < 1e-4
ringing_contrast = late_beats(widths[0], omega)[0]
assert ringing_contrast < 1e-5

# ---------- early dips: the filter only leaks at a node of the cavity ----
per_beat = 4000
dt = beat / per_beat
dips = {}
for width in widths:
    rate = kappa * abs(propagate(width, omega, 0, dt, 5 * per_beat + 1))**2
    node = 3 * per_beat
    slope = (rate[node + 1] - rate[node - 1]) / (2 * dt)
    assert abs(slope / (-width * rate[node]) - 1) < 5e-3
    first = last = node
    while first > 0 and rate[first - 1] > rate[first]:
        first -= 1
    while last < rate.size - 1 and rate[last + 1] < rate[last]:
        last += 1
    assert 0 < first and last < rate.size - 1
    dips[width] = (rate[first], rate[last], 1 - rate[last] / rate[first])
depths = [dips[w][2] for w in widths]
assert all(x < y for x, y in zip(depths, depths[1:]))

# Narrow filter: last moment at which the centre outshines the line.
on_line = abs(propagate(widths[0], omega, 0, dt, 5 * per_beat + 1))**2
centre = abs(propagate(widths[0], 0.0, 0, dt, 5 * per_beat + 1))**2
overtake = np.max(np.nonzero(on_line <= centre)[0]) * dt
assert 0 < overtake < 4 * beat

# Broad filter: momentary zero at the centre without an integrated doublet.
zero_time = brentq(lambda t: filter_amplitude(t, widths[3], 0.0).imag,
                   beat, 1.4 * beat, xtol=1e-15)
zero_centre = kappa * abs(propagate(widths[3], 0, zero_time, dt, 1)[0])**2
zero_line = kappa * abs(propagate(widths[3], omega, zero_time, dt, 1)[0])**2
assert zero_centre < 1e-10 * zero_line

# ---------- printed results ----------
print(f"coupling hbar*g = {g:.1f} meV")
print(f"cavity decay hbar*kappa = {kappa:.1f} meV")
print(f"emitter decay hbar*gamma = {gamma:.1f} meV")
print(f"amplitude decay hbar*eta = {eta:.3f} meV")
print(f"hbar*Omega = {omega:.4f} meV")
print(f"beat period pi/Omega = {beat * HBAR:.2f} fs")
print(f"energy decay time 1/(2 eta) = {HBAR / (2 * eta):.1f} fs")
print(f"photon yield through cavity P = {cavity_yield:.4f}")
print(f"ringing border 2*hbar*eta = {2 * eta:.2f} meV")
print(f"critical filter width = {gamma_c:.2f} meV")
print(f"small-loss value 2*sqrt(3)*Omega = {2*np.sqrt(3)*omega:.2f} meV")
print(f"unfiltered peak offset = {np.sqrt(omega**2 - eta**2):.3f} meV")
for width in widths:
    offset = peak_offset(width)
    ratio = (integrated_spectrum(width, 0)
             / integrated_spectrum(width, offset))
    high, low, depth = dips[width]
    print(f"FILTER WIDTH {width:.0f} meV")
    print(f"  integrated peak offset = {offset:.2f} meV")
    print(f"  photons at peak = {integrated_spectrum(width, offset):.4f}")
    print(f"  centre/peak ratio = {ratio:.4f}")
    print(f"  on line, before dip 3: S = {high * PER_PS:.4f} 1/ps")
    print(f"  on line, in dip 3: S = {low * PER_PS:.4f} 1/ps")
    print(f"  relative depth of dip 3 = {depth:.4f}")
    if width in late:
        print(f"  late V = {late[width][0]:.4f}, D = {late[width][1]:.4f}")
        settle = HBAR / (width / 2 - eta)
        print(f"  settling time 1/b = {settle:.1f} fs")
print(f"2 meV filter: line overtakes centre at {overtake * HBAR:.1f} fs")
print(f"300 meV filter: central zero at {zero_time * HBAR:.2f} fs")
print(f"  S on the line at that time = {zero_line * PER_PS:.4f} 1/ps")
print(f"lossy case: kappa = {lossy_kappa:.0f} meV, g and gamma as above")
print(f"  Omega = {lossy_omega:.2f} meV, eta = {lossy_eta:.2f} meV")
print(f"coherence with 5 meV dephasing = {dephased:.4f} (1 without)")
print("finished without a failed check")
```

Output:

```
coupling hbar*g = 40.0 meV
cavity decay hbar*kappa = 8.0 meV
emitter decay hbar*gamma = 2.0 meV
amplitude decay hbar*eta = 2.500 meV
hbar*Omega = 39.9719 meV
beat period pi/Omega = 51.73 fs
energy decay time 1/(2 eta) = 131.6 fs
photon yield through cavity P = 0.7980
ringing border 2*hbar*eta = 5.00 meV
critical filter width = 127.04 meV
small-loss value 2*sqrt(3)*Omega = 138.47 meV
unfiltered peak offset = 39.894 meV
FILTER WIDTH 2 meV
  integrated peak offset = 39.86 meV
  photons at peak = 0.1146
  centre/peak ratio = 0.0259
  on line, before dip 3: S = 0.0759 1/ps
  on line, in dip 3: S = 0.0740 1/ps
  relative depth of dip 3 = 0.0252
FILTER WIDTH 20 meV
  integrated peak offset = 39.53 meV
  photons at peak = 0.3303
  centre/peak ratio = 0.2066
  on line, before dip 3: S = 1.4846 1/ps
  on line, in dip 3: S = 0.8744 1/ps
  relative depth of dip 3 = 0.4111
  late V = 0.1852, D = 0.9827
  settling time 1/b = 87.8 fs
FILTER WIDTH 80 meV
  integrated peak offset = 33.70 meV
  photons at peak = 0.4749
  centre/peak ratio = 0.8886
  on line, before dip 3: S = 2.4614 1/ps
  on line, in dip 3: S = 0.3281 1/ps
  relative depth of dip 3 = 0.8667
  late V = 0.7196, D = 0.6944
  settling time 1/b = 17.6 fs
FILTER WIDTH 300 meV
  integrated peak offset = 0.00 meV
  photons at peak = 0.7465
  centre/peak ratio = 1.0000
  on line, before dip 3: S = 4.0491 1/ps
  on line, in dip 3: S = 0.0137 1/ps
  relative depth of dip 3 = 0.9966
  late V = 0.9918, D = 0.1281
  settling time 1/b = 4.5 fs
2 meV filter: line overtakes centre at 64.8 fs
300 meV filter: central zero at 56.09 fs
  S on the line at that time = 0.0319 1/ps
lossy case: kappa = 120 meV, g and gamma as above
  Omega = 27.01 meV, eta = 30.50 meV
coherence with 5 meV dephasing = 0.8269 (1 without)
finished without a failed check
```
